# Joining bound and continuum annihilation strength at the Coulomb threshold

## The decision: where to stop the bound series

A calculation of pair annihilation near threshold has to stop an infinite series of bound levels somewhere and start a continuum integral somewhere. Dropping the levels above the last one computed leaves a gap in the strength. Starting the continuum below zero energy without removing the levels already represented there counts strength twice. The rule derived here is to keep the levels $n\le N$ explicitly, put a constant strength between the energy $E_{N+1/2}$ and zero, and use the Coulomb continuum above zero. For a smooth energy weight $h(E)$,

$$
I[h]\simeq K\left[\sum_{n=1}^{N}|\psi_n(0)|^2h(E_n)+\rho_0\int_{E_{N+1/2}}^{0}h\,dE+\int_0^\infty\rho_c(E)h\,dE\right].
$$

The same constant $\rho_0$ is the limit of the continuum density $\rho_c$ at threshold. The rule requires $h$ to vary little between neighbouring levels above $N$. If it resolves those levels, they must be kept as separate poles. The weight $h$ must also die away at energies far below the electron rest energy, about $1.9\times10^4$ hartree, because non-relativistic motion and a constant $K$ hold only there.

## Model and normalization

Hartree atomic units are used unless stated otherwise. The relative motion has reduced mass $\mu$ and potential $-Z/r$, with $Z>0$; positronium has $\mu=1/2$, $Z=1$. The motion is non-relativistic, the pair is a spin singlet, and annihilation is treated to first order. Radiative decay of excited states is omitted.

Annihilation takes place over distances of order the Compton length, which is $\alpha$ bohr, where $\alpha$ is the fine-structure constant. The orbital wave function varies over about a bohr. At leading order the rate is therefore $K|\psi(0)|^2$, where $K$ is the zero-speed limit of speed times cross section for a free singlet pair of unit relative density. An s wave has zero orbital angular momentum; only s waves are nonzero at the origin.

The contact strength per unit energy is

$$
\rho(E)=\sum_{n=1}^{\infty}|\psi_n(0)|^2\delta(E-E_n)+\theta(E)\rho_c(E).
$$

Multiplication by $K$ gives the annihilation strength. Since $K$ is common to both terms, it does not affect the joining.

## The contact rate constant

For this section alone take $\hbar=c=m=1$ and $e^2=4\pi\alpha$. Both particles are at rest, with $p=(1,\mathbf 0)$. The photons have $k_1=(1,\mathbf q)$ and $k_2=(1,-\mathbf q)$, with $|\mathbf q|=1$ and real transverse polarizations $\boldsymbol\epsilon_1,\boldsymbol\epsilon_2$. Write $\gamma(a)=\gamma^0a^0-\boldsymbol\gamma\cdot\mathbf a$, and let $U,V$ be the electron and positron spinors.

The denominator of the first diagram is $(p-k_1)^2-1=-2p\cdot k_1=-2$. In its numerator, $[\gamma(p)+1]\gamma(\epsilon_1)U=2p\cdot\epsilon_1U=0$, because $\gamma(p)U=U$ and $\epsilon_1$ has no time component. With the exchanged diagram, the amplitude up to a phase is

$$
M=\frac{e^2}{2}\bar V\left[\gamma(\epsilon_2)\gamma(k_1)\gamma(\epsilon_1)+\gamma(\epsilon_1)\gamma(k_2)\gamma(\epsilon_2)\right]U.
$$

The $\gamma^0$ parts of the photon momenta combine to $2\gamma^0\boldsymbol\epsilon_1\cdot\boldsymbol\epsilon_2$. They give nothing, since $\bar V\gamma^0U=V^\dagger U=0$ at rest. For the spatial parts use $U=\sqrt2(\chi,0)$ and $V=\sqrt2(0,\chi')$. A product of three spatial gamma matrices then gives

$$
\bar V(\mathbf a\cdot\boldsymbol\gamma)(\mathbf b\cdot\boldsymbol\gamma)(\mathbf c\cdot\boldsymbol\gamma)U
=-2\chi'^\dagger(\mathbf a\cdot\boldsymbol\sigma)(\mathbf b\cdot\boldsymbol\sigma)(\mathbf c\cdot\boldsymbol\sigma)\chi .
$$

The two photon momenta enter with opposite signs, so the product minus its reversal is needed. The vector part of a Pauli triple product is unchanged by reversal and cancels. The scalar part $i\mathbf a\cdot(\mathbf b\times\mathbf c)$ changes sign and doubles. Therefore

$$
M=2ie^2\,\mathbf q\cdot(\boldsymbol\epsilon_1\times\boldsymbol\epsilon_2)\,\chi'^\dagger\chi .
$$

Charge conjugation relates $\chi'$ to the physical positron spin by $i\sigma_2$ and complex conjugation, so $\chi'^\dagger\chi$ is the antisymmetric spin combination, the singlet. The squared triple product sums to 2 over polarizations, and $|\chi'^\dagger\chi|^2$ sums to 2 over spins. Hence $\sum|M|^2=4e^4\cdot2\cdot2=16e^4$, all of it from the singlet.

The flux factor is $1/4$, identical photons give $1/2$, and two-photon phase space gives $1/(8\pi)$:

$$
K=\frac14\,\frac12\,\frac1{8\pi}\,16(4\pi\alpha)^2=4\pi\alpha^2 .
$$

To restore units, multiply by $(\hbar/mc)^2c$, which is $\alpha^2\cdot\alpha^{-1}=\alpha$ in atomic units. Thus $K=4\pi\alpha^3$.

## One radial solution for both sides

Let $u(r)$ be the regular s-wave solution with $u(0)=0$, $u'(0)=1$. With $E=-\kappa^2/(2\mu)$ it obeys

$$
u''=\left(\kappa^2-\frac{2\mu Z}{r}\right)u,\qquad \nu=\frac{\mu Z}{\kappa}.
$$

Set $u=re^{-\kappa r}F(x)$ and $x=2\kappa r$. Substitution and division by $2\kappa e^{-\kappa r}$ give

$$
xF''+(2-x)F'-(1-\nu)F=0 .
$$

The solution regular at zero with $F(0)=1$ is the confluent hypergeometric function $F=M(1-\nu,2,x)$.

Its large-$x$ form for real $\kappa>0$ follows from its series. With $a=1-\nu$, the coefficient of $x^j/j!$ is $\Gamma(a+j)/[\Gamma(a)\Gamma(2+j)]$, which tends to $j^{a-2}/\Gamma(a)$. The weights $x^j/j!$ are concentrated around $j=x$, with relative width $x^{-1/2}$. Thus $F\to e^xx^{a-2}/\Gamma(a)$, and

$$
u\to\frac{e^{\kappa r}(2\kappa r)^{-\nu}}{2\kappa\Gamma(1-\nu)} .
$$

A bound state requires this growing term to vanish. The reciprocal gamma function is zero at $\nu=n=1,2,\ldots$, so $\kappa=\mu Z/n$ and

$$
E_n=-\frac{\mu Z^2}{2n^2},\qquad \frac{dE_n}{dn}=\frac{\mu Z^2}{n^3}.
$$

The derivative treats $n$ as continuous. For large $n$ it approaches the gap between neighbouring levels, and it serves below as the measure of level spacing. At small $n$ the two differ: the gap from $n=1$ to $n=2$ is only $3/8$ of the derivative at $n=1$.

## Bound contact density

Since $\psi=C\,u/(r\sqrt{4\pi})$ with $C^2\int_0^\infty u^2dr=1$, and $u/r\to1$ at the origin,

$$
|\psi_n(0)|^2=\frac{1}{4\pi\int_0^\infty u^2dr}.
$$

The integral follows from the energy derivative $u_E=\partial u/\partial E$. Differentiating $u''=-2\mu(E+Z/r)u$ with respect to $E$ gives $u_E''=-2\mu u-2\mu(E+Z/r)u_E$, so

$$
\frac{d}{dr}(u'u_E-uu_E')=u''u_E-uu_E''=2\mu u^2 .
$$

At the origin $u=u_E=0$, and only the value at large $r$ contributes.

At $\nu=n$ the series for $F$ stops at $x^{n-1}$. Its last coefficient is $(-1)^{n-1}/n!$, hence

$$
u\to\frac{(-1)^{n-1}}{2\kappa\,n!}(2\kappa r)^ne^{-\kappa r}.
$$

Near $\nu=n$, the pole of the gamma function gives $1/\Gamma(1-\nu)\simeq(-1)^{n-1}(n-1)!\,(n-\nu)$, whose slope in $\nu$ is $(-1)^n(n-1)!$. The leading part of $u_E$ is therefore

$$
u_E\to\frac{(-1)^n(n-1)!}{2\kappa}(2\kappa r)^{-n}e^{\kappa r}\frac{d\nu}{dE}.
$$

The powers and exponentials cancel in the product $uu_E\to-(d\nu/dE)/(4\kappa^2n)$. At large $r$, $u'\to-\kappa u$ and $u_E'\to\kappa u_E$, so

$$
2\mu\int_0^\infty u^2dr=-2\kappa uu_E=\frac{1}{2\kappa n}\frac{dn}{dE}.
$$

Inserting this in the contact density and using $\kappa n=\mu Z$ gives

$$
|\psi_n(0)|^2=\frac{\mu\kappa n}{\pi}\frac{dE_n}{dn}
=\rho_0\frac{dE_n}{dn}=\frac{(\mu Z)^3}{\pi n^3},
\qquad \rho_0=\frac{\mu^2Z}{\pi}.
$$

The contact density and the derivative $dE_n/dn$ both fall as $n^{-3}$. Their ratio is the same for every $n$.

## Continuum contact density

For $E>0$ put $k=\sqrt{2\mu E}$, $\kappa=-ik$ and $\eta=\mu Z/k$, so that $\nu=i\eta$. The series argument is not valid for imaginary $x$, but the integral representation is:

$$
F=\frac{1}{|\Gamma(1+i\eta)|^2}\int_0^1e^{xt}t^{-i\eta}(1-t)^{i\eta}dt,\qquad x=-2ikr .
$$

Expanding $e^{xt}$ and using the beta integral reproduces the series term by term. At large $r$ the rapid oscillation leaves the two endpoints. With $s=1-t$, the endpoint $t=1$ contributes $e^x\int_0^\infty e^{-xs}s^{i\eta}ds=e^x\Gamma(1+i\eta)x^{-1-i\eta}$. The integral is defined by giving $x$ a vanishing positive real part. The other endpoint gives the complex conjugate contribution to $u$, which is real. Thus

$$
u\to\frac{e^{-ikr}x^{-i\eta}}{-2ik\,\Gamma(1-i\eta)}+\text{complex conjugate}.
$$

Because $x=2kr\,e^{-i\pi/2}$, $|x^{-i\eta}|=e^{-\pi\eta/2}$. The real oscillation has twice the modulus of one term, so its amplitude is $A=e^{-\pi\eta/2}/[k|\Gamma(1+i\eta)|]$. With $|\Gamma(1+i\eta)|^2=\pi\eta/\sinh(\pi\eta)$,

$$
k^2A^2=e^{-\pi\eta}\frac{\sinh(\pi\eta)}{\pi\eta}=\frac{1-e^{-2\pi\eta}}{2\pi\eta}.
$$

The s-wave part of a free unit-density plane wave is $\sin(kr)/(kr)$, whose radial function has amplitude $1/k$. Giving the Coulomb solution that amplitude multiplies $u$ by $1/(kA)$. The enhancement at the origin is therefore

$$
S=\frac{1}{k^2A^2}=\frac{2\pi\eta}{1-e^{-2\pi\eta}} .
$$

The free density of states is $\int d^3k'/(2\pi)^3\,\delta(E-k'^2/2\mu)=\mu k/(2\pi^2)$. Multiplying by $S$ cancels $k$:

$$
\rho_c(E)=\frac{\mu k}{2\pi^2}S=\frac{\rho_0}{1-e^{-2\pi\eta}}\longrightarrow\rho_0\quad(E\to0^+).
$$

The enhancement diverges as $1/k$ while the number of states vanishes as $k$.

At high energy, $\eta\to0$, $S\to1$ and the free density returns as the leading term. For repulsion, the same continuum derivation holds with $Z=-|Z|$ and $\eta=-|\eta|$. It gives $\rho_c=(\mu^2|Z|/\pi)/(e^{2\pi|\eta|}-1)$, which vanishes at threshold. There is then no bound series to join.

## What energy averaging achieves

The unaveraged strength is not smooth: below zero it is a set of poles. Let

$$
G_w(E)=\frac1w g\left(\frac Ew-t\right),\qquad g(s)=\frac{e^{-s^2/2}}{\sqrt{2\pi}},
$$

be a normalized Gaussian of standard deviation $w$ centred at $tw$, with $t$ fixed as $w\to0$. Define $N_w=\sqrt{\mu Z^2/(2w)}$, so that $E_n/w=-(N_w/n)^2$. The bound contribution divided by $\rho_0$ is

$$
\sum_{n=1}^{\infty}\frac{dE_n}{dn}G_w(E_n)=\frac1{N_w}\sum_{n=1}^{\infty}f\left(\frac n{N_w}\right),
\qquad f(y)=\frac2{y^3}g\left(-\frac1{y^2}-t\right).
$$

Set $f=0$ for $y\le0$. The Gaussian makes $f$ and all its derivatives vanish at zero, so this extension is smooth. Poisson summation gives

$$
\frac1{N_w}\sum_{n=1}^{\infty} f\left(\frac n{N_w}\right)=\int_0^\infty f\,dy+2\sum_{m=1}^{\infty}\int_0^\infty f(y)\cos(2\pi mN_wy)\,dy .
$$

With $s=-1/y^2$ and $ds=2\,dy/y^3$, the first integral is $\int_{-\infty}^0g(s-t)ds$. Integrating an oscillating term by parts $p$ times bounds it by $(2\pi mN_w)^{-p}\int|f^{(p)}|dy$. The boundary terms vanish at zero by flatness and at infinity because $f$ falls as $y^{-3}$. For $p\ge2$ the sum over $m$ converges. Since $p$ is arbitrary, the oscillating part vanishes faster than any power of $w$.

On the continuum side put $s=E/w$, so $\eta=N_w/\sqrt s$. The excess over the constant is $\rho_c/\rho_0-1=1/(e^{2\pi\eta}-1)$. Since $e^z-1\ge z^p/p!$ for $z>0$, its average is at most

$$
\frac{p!}{(2\pi N_w)^p}\int_0^\infty s^{p/2}g(s-t)\,ds ,
$$

which also vanishes faster than any power of $w$. The constant terms from the two sides add to $\int_{-\infty}^{\infty}g(s-t)ds=1$. The averaged strength is thus $\rho_0$ below, at and above threshold, with a remainder smaller than any power of $w$.

This limit keeps the centre within a fixed number of widths of threshold. At a fixed negative energy, $w\to0$ eventually resolves individual poles and the result fails.

## Error of the replaced tail

Let $X=N+1/2$ and $F_h(n)=\rho_0(dE_n/dn)h(E_n)$. Expanding $F_h$ about the centre of each unit cell gives $\int_{n-1/2}^{n+1/2}F_h\,dx=F_h(n)+F_h''(n)/24+\cdots$. Summing over $n>N$, with $\sum F_h''\simeq-F_h'(X)$, yields

$$
\sum_{n>N}F_h(n)=\rho_0\int_{E_X}^{0}h\,dE+\frac{F_h'(X)}{24}+\cdots .
$$

The last term is an error estimate for the rule. For $h=1$, $F_h'(X)=-3\rho_0\mu Z^2/X^4$ and $|E_X|=\mu Z^2/(2X^2)$, so

$$
\sum_{n>N}|\psi_n(0)|^2=\rho_0|E_X|\left(1-\frac1{4X^2}+\cdots\right).
$$

For $N=10$ the bracket is $1-1/441=0.99773$; the direct sum gives $0.99774$. Starting the constant at $E_N$ instead would multiply its width by $(X/N)^2=1.1025$, an excess of about 10 percent of the tail. The half-integer edge is therefore worth keeping.

## Positronium numbers

For $\mu=1/2$ and $Z=1$, $\rho_0=1/(4\pi)=0.079577$ atomic units. The ground-state contact density is $1/(8\pi)=0.039789$ bohr$^{-3}$. With $K=4.8832\times10^{-6}$ atomic units, their product gives a rate of $1.943\times10^{-7}$ atomic units, or about $8.0\times10^9\ \mathrm{s^{-1}}$, and a lifetime of about $0.12$ ns at this leading order.

At $E=0.01$ hartree, $\eta=5$ and $S=31.416$. The free density is $0.031831\rho_0$, and the product is $1.0000\rho_0$. Without Coulomb attraction the calculation would miss about 97 percent of the continuum strength there. At 1 hartree the full density is $1.0452\rho_0$ against a free value of $0.3183\rho_0$, so attraction still matters.

The continuum was also tested by diagonalization in a sphere of radius $R=400$ bohr. At the wall $u=0$, and the energy-derivative identity gives $2\mu\int_0^Ru^2dr=u'(R)u_E(R)$. Let $v$ be the second solution that oscillates at infinity with the same amplitude $A$ and a quarter-period shift, and write $u=a\sin\phi$, $v=a\cos\phi$. Then $a^2\,d\phi/dr=u'v-uv'$ is the constant Wronskian, equal to $kA^2$ at every radius. At the wall $\sin\phi=0$, so $u'=a\cos\phi\,d\phi/dr$ and $u_E=a\cos\phi\,d\phi/dE$, and the right side is $kA^2\,d\phi/dE$ even where the potential at $R$ is not small against $E$. Successive levels differ by $\pi$ in $\phi$, so the local spacing measure is the derivative $\pi/(d\phi/dE)$, and contact density divided by it is $\mu/(2\pi^2kA^2)=\mu kS/(2\pi^2)$, the continuum density. This derivative was taken from the level energies by a five-point difference; the plain gap to one neighbouring level would be off by about 4 percent at 0.0051 hartree. The largest relative difference from the formula was $7.8\times10^{-6}$ over the sampled levels, from 0.0051 to 1.43 hartree.

For $w=0.001$ hartree centred at threshold, bound levels and continuum each supply $0.50000\rho_0$. A calculation that omitted the bound levels would lose half the strength in this window. With the centre at $-0.001$ hartree the shares are $0.84135$ and $0.15866$; their total differs from one by $5\times10^{-7}$.

At threshold, reducing $w$ from 0.01 to 0.001 hartree reduces the magnitude of the relative deviation from $1.0\times10^{-3}$ to $2.3\times10^{-8}$. This factor of about $4.4\times10^4$ exceeds the $10^3$ of a third-power law. The derivation fixes only the limit $w\to0$; between $w=0.02$ and $0.01$ hartree the deviation falls by a factor of only about 5. The deviation also oscillates with $w$ and changes sign: it is $-2.0\times10^{-5}$ at $w=0.008$ and $+3.8\times10^{-4}$ at $w=0.007$ hartree. A ratio between two widths therefore depends on the phase of this oscillation, and only its envelope falls steadily.

## When the poles must be kept

A Gaussian centred on level $n$ with $w$ far below the spacing sees essentially one pole. Its value relative to $\rho_0$ is then $(dE_n/dn)/(\sqrt{2\pi}w)$. For $n=5$ the spacing measure is $0.5/125=0.004$ hartree, so $w=0.0003$ hartree gives $5.32$, in agreement with the direct average. Midway between $n=5$ and $n=6$ the average is only $2.0\times10^{-5}\rho_0$. A constant strength is useless at this resolution.

The annihilation width does not supply the missing averaging. In atomic units its ratio to the spacing measure $dE_n/dn$ is

$$
\frac{K|\psi_n(0)|^2}{dE_n/dn}=K\rho_0=\frac{K\mu^2Z}{\pi} .
$$

For positronium, the case for which $K=4\pi\alpha^3$ was derived, $\mu=1/2$ and $Z=1$ make this $\alpha^3=3.89\times10^{-7}$ at every $n$. Higher levels crowd together, but their annihilation widths shrink in the same proportion. The averaging has to come from energy resolution, a smooth weight or another source of broadening.

The joining also relies on the Coulomb tail. If the potential is cut off at a finite radius, the zero-energy solution outside is a straight line with slope $b$. For $b\ne0$, $k^2A^2\to b^2$ as $k\to0$, so $S$ tends to the finite value $1/b^2$ and the continuum density vanishes as $\sqrt E$. A screened interaction therefore needs its own threshold treatment at energies low enough to probe the cutoff. The checks and remaining values are in the numerical output.

## Values computed for the example and the checks

```
reduced mass = 0.5 m_e, charge product Z = 1.0
fine-structure constant = 0.007297353
sum of |M|^2 over spins and polarizations = 16.000000 e^4
contact rate constant K = 4.883215e-06 a.u.
threshold strength rho0 = 0.07957747 a.u.
K*rho0 = 3.885939e-07 (dimensionless)
growing-part ratio at nu=2.5, x=2000: 1.004392
n, E_n [hartree], |psi_n(0)|^2 formula and box [bohr^-3], rate [1/s]
  1 -0.25000000 3.97887358e-02 3.97887358e-02 8.03250e+09
  2 -0.06250000 4.97359197e-03 4.97359197e-03 1.00406e+09
  3 -0.02777778 1.47365688e-03 1.47365688e-03 2.97500e+08
  6 -0.00694444 1.84207110e-04 1.84207110e-04 3.71875e+07
ground-state lifetime = 0.124494 ns
annihilation width / level spacing for n = 1, 5, 20:
  3.885939e-07 3.885939e-07 3.885939e-07
E [hartree], eta, enhancement S, rho/rho0, free rho/rho0
  0.001 15.81139 99.34588 1.0000000 0.010066
  0.010 5.00000 31.41593 1.0000000 0.031831
  0.100 1.58114 9.93507 1.0000485 0.100658
  1.000 0.50000 3.28348 1.0451657 0.318310
box radius = 400 bohr, polynomials = 420
box continuum: E [hartree], box rho/rho0, formula rho/rho0
  0.005102 0.999992 1.000000
  0.221320 1.001260 1.001260
  0.701976 1.024093 1.024093
  1.425488 1.077570 1.077570
largest relative box-formula difference = 7.75e-06
Gaussian standard deviation w = 0.001 hartree
center [hartree], bound part, continuum part, total (all over rho0)
  -0.002 0.9772472 0.0227501 0.9999973
  -0.001 0.8413453 0.1586553 1.0000005
  +0.000 0.5000000 0.5000000 1.0000000
  +0.001 0.1586553 0.8413447 1.0000000
  +0.002 0.0227501 0.9772499 1.0000000
window at threshold: w [hartree], total/rho0 - 1
  0.020 -5.310e-03
  0.010 -1.024e-03
  0.005 -1.226e-04
  0.001 -2.313e-08
narrow window w = 0.0003 hartree, total/rho0:
  centered on n=5: 5.31923; midway n=5 to 6: 1.961e-05
levels above N: N, |edge energy| [hartree], sum/(rho0*|edge|)
  10 0.00226757 0.99774431
  20 0.00059488 0.99940594
```
